# Input-Referred Thermal Noise of a Differential Pair with Mirror Load

## Problem

Two matched n-channel MOS transistors, M1 and M2, form a differential pair fed by a tail current source. Their drains are loaded by a p-channel current mirror: M3 is connected as a diode on the side of M1, and M4 drives the output on the side of M2. Each input device has transconductance \(g_1=1\) mS, and each load device has \(g_3=0.25\) mS. The drain noise current of every transistor has the density

\[
S_i=4kT\gamma g,\qquad \gamma=\tfrac23,\qquad T=300\ \text{K},
\]

where \(g\) is its own transconductance. What is the input-referred noise voltage density in the white region?

Densities are one-sided: a mean square is the integral of \(S\) over positive frequencies. "Input-referred" means the density of the voltage which, applied between the two gates of a noiseless copy of the circuit, would produce the same output noise.

The devices are saturated, the halves are matched, and output conductances are neglected. The gates are driven by noiseless sources of low impedance. The frequency is high enough for flicker noise to be ignored and low enough for capacitances to be ignored.

## A tempting solution

The circuit has two equal halves, so it seems enough to analyse one. A half contains one input device and one load device, with total noise current density \(4kT\gamma(g_1+g_3)\). Dividing by \(g_1^2\) refers it to the gate:

\[
S_{\text{half}}=\frac{4kT\gamma(g_1+g_3)}{g_1^2}
=\frac{4kT\gamma}{g_1}\left(1+\frac{g_3}{g_1}\right).
\]

The other half is identical and is taken to add nothing new. With the given numbers, \(\sqrt{S_{\text{half}}}=3.72\) nV/√Hz.

## Where it fails

The algebra correctly gives the noise of one side. The fault is the claim that the other side adds nothing new.

A half-circuit can represent a whole circuit when the disturbance has a known symmetry. For a differential signal, the voltage on one gate is minus the voltage on the other, so knowing one half means knowing both. Noise has no such symmetry. The two halves have equal noise densities, but their waveforms are independent.

Let \(e_a\) and \(e_b\) be the equivalent noise voltages of the two sides. The differential input responds to \(e_a-e_b\), whose mean square is

\[
\overline{(e_a-e_b)^2}=\overline{e_a^2}+\overline{e_b^2}-2\,\overline{e_ae_b}.
\]

If the waveforms were equal, this would vanish. If they were opposite, it would be four times the mean square of one side. For independent waveforms of zero mean, the cross term is zero and the result is twice that of one side. The density in V²/Hz must therefore be doubled, and the density in V/√Hz multiplied by \(\sqrt2\).

This argument assumes that the load noise can be assigned to the two sides in the same way as the input noise. The mirror is not symmetric, since one load device is a diode and the other is not, so that assumption needs a derivation.

## The right solution

### Currents in the circuit

Let \(v_1,v_2\) be the small-signal gate voltages, \(v_s\) the voltage of the common source node, and \(v_x\) that of the diode node. Let \(n_1,n_2\) be the noise currents of the inputs, counted from drain to source. Let \(n_3,n_4\) be those of the loads, counted from the supply into the drain node. The drain currents are

\[
i_1=g_1(v_1-v_s)+n_1,\qquad i_2=g_1(v_2-v_s)+n_2,
\]

\[
i_3=-g_3v_x+n_3,\qquad i_4=-g_3v_x+n_4.
\]

The minus signs arise because a p-channel device delivers less current when its gate voltage rises. M3 and M4 share the gate voltage \(v_x\).

Allow the tail source a noise current \(n_t\), so that \(i_1+i_2=n_t\). Inserting the input currents gives

\[
g_1(v_1+v_2-2v_s)+n_1+n_2=n_t,
\]

and hence

\[
v_s=\frac{v_1+v_2}{2}+\frac{n_1+n_2-n_t}{2g_1}.
\]

Put this into \(i_1\), with \(v=v_1-v_2\):

\[
i_1=\frac{g_1v}{2}-\frac{n_1+n_2-n_t}{2}+n_1
=\frac{g_1v}{2}+\frac{n_1-n_2}{2}+\frac{n_t}{2}.
\]

Since \(i_2=n_t-i_1\),

\[
i_2=-\frac{g_1v}{2}-\frac{n_1-n_2}{2}+\frac{n_t}{2}.
\]

At the diode node the current delivered by M3 equals the current drawn by M1, so \(i_3=i_1\) and \(-g_3v_x=i_1-n_3\). The output load device then delivers

\[
i_4=i_1-n_3+n_4.
\]

The current left over for the external load is \(i_{\text{out}}=i_4-i_2\). Substitution gives

\[
i_{\text{out}}=g_1v+n_1-n_2-n_3+n_4.
\]

The signal gain is \(g_1\), not \(g_1/2\), because the mirror adds the signal current of M1 to that of M2. Each of the four transistor noise currents reaches the output with magnitude one. For M3 this happens in two steps: its noise shifts the diode voltage by \(n_3/g_3\), and M4 turns that shift back into a current of magnitude \(n_3\).

The tail noise has disappeared. It is a single waveform arriving by two paths, so its amplitudes must be subtracted before any squaring. Its two halves are equal and cancel. The noise currents of M1 and M2 come from different sources and cannot cancel in this way.

### Adding the powers

The input voltage equivalent to the noise is

\[
v_n=\frac{n_1-n_2-n_3+n_4}{g_1}.
\]

When this is squared and averaged, the cross terms vanish because the four sources are independent. The signs drop out, leaving

\[
S_v=\frac{2(4kT\gamma g_1)+2(4kT\gamma g_3)}{g_1^2}
=\frac{8kT\gamma}{g_1}\left(1+\frac{g_3}{g_1}\right).
\]

### Numbers

At 300 K, \(4kT=1.657\times10^{-20}\) J. The noise current of each input device is

\[
\sqrt{1.657\times10^{-20}\times\tfrac23\times10^{-3}}\ \text{A}/\sqrt{\text{Hz}}
=3.32\ \text{pA}/\sqrt{\text{Hz}}.
\]

A load device has one quarter of the transconductance, hence half the noise current: 1.66 pA/√Hz. Referred to the input, the two pairs contribute

\[
S_{\text{inputs}}=\frac{2(3.323\times10^{-12})^2}{(10^{-3})^2}
\approx2.21\times10^{-17}\ \text{V}^2/\text{Hz},
\]

\[
S_{\text{loads}}=\frac{2(1.662\times10^{-12})^2}{(10^{-3})^2}
\approx5.52\times10^{-18}\ \text{V}^2/\text{Hz}.
\]

Their sum is \(2.76\times10^{-17}\) V²/Hz, and therefore

\[
\boxed{\sqrt{S_v}=5.25\ \text{nV}/\sqrt{\text{Hz}}\approx5.3\ \text{nV}/\sqrt{\text{Hz}}}
\]

The addition of powers was also tested with random waveforms. Four independent random currents with the densities above, each of \(2^{18}\) samples at 10 MHz, were passed through the circuit equations. The spectrum, averaged over the lower half of its frequency range, gave 5.245 nV/√Hz, against 5.255 nV/√Hz from the formula.

## Reading the result

A resistor with the same noise voltage would have \(R=S_v/(4kT)=1667\ \Omega\). Over an ideal 1 MHz band of white noise, the rms voltage is \(5.25\ \text{nV}/\sqrt{\text{Hz}}\times\sqrt{10^6\ \text{Hz}}=5.25\ \mu\text{V}\).

The input pair alone gives 4.70 nV/√Hz. The loads add 25% to its power but about 12% to its voltage density, because the square root comes last. If \(g_3\) tends to zero at fixed \(g_1\), the density falls towards 4.70 nV/√Hz. If \(g_3=g_1\), the loads contribute as much power as the inputs, and the density is \(\sqrt2\) times that of the input pair alone.

A small \(g_3\) has a price. In the square-law model a device with drain current \(I\) and overdrive \(V_{ov}\) (gate-source voltage beyond threshold, in magnitude) has \(g=2I/V_{ov}\). Inputs and loads carry the same current, so

\[
\frac{g_3}{g_1}=\frac{V_{ov,1}}{V_{ov,3}}.
\]

At fixed current and fixed input overdrive, quieter loads need a larger overdrive and therefore more of the supply voltage.

## Where the thermal factor comes from

The value \(\gamma=2/3\) follows from resistor noise applied piece by piece to a long saturated channel.

First consider a resistor \(R\) connected to a capacitor \(C\), and let its noise voltage have a constant density \(A\). The mean square voltage on the capacitor is

\[
\int_0^\infty\frac{A\,df}{1+(2\pi fRC)^2}
=\frac{A}{2\pi RC}\cdot\frac{\pi}{2}=\frac{A}{4RC}.
\]

Equipartition requires \(\tfrac12C\overline{v^2}=\tfrac12kT\), or \(\overline{v^2}=kT/C\). Hence \(A=4kTR\).

Now let \(\xi\) run from 0 at the source to 1 at the drain, and let \(V(\xi)\) be the channel voltage relative to the source. The local overdrive is \(u=V_{ov}-V\), and the mobile charge is proportional to it. With \(\beta=\mu C_{ox}W/L\), where \(\mu\) is the mobility, \(C_{ox}\) the oxide capacitance per area, \(W\) the width and \(L\) the length, the current is

\[
I=\beta u\frac{dV}{d\xi}=-\beta u\frac{du}{d\xi}.
\]

Integration from the source gives \(u^2=V_{ov}^2-2I\xi/\beta\). In saturation \(u=0\) at \(\xi=1\), so

\[
I=\tfrac12\beta V_{ov}^2,\qquad g=\frac{dI}{dV_{ov}}=\beta V_{ov},\qquad u=V_{ov}\sqrt{1-\xi}.
\]

These relations also give \(g=2I/V_{ov}\), used above.

Insert a small series voltage \(e\) at position \(\xi\), raising the channel voltage on the drain side, and let the current change by \(\delta I\). Just before the step, the squared overdrive is \(u^2-2\xi\,\delta I/\beta\). The step lowers the overdrive by \(e\), which to first order lowers its square by \(2ue\). Beyond the step the overdrive must still reach zero at the drain end, which requires a square of \(2(I+\delta I)(1-\xi)/\beta=u^2+2(1-\xi)\delta I/\beta\). Equating the two,

\[
u^2-\frac{2\xi\,\delta I}{\beta}-2ue=u^2+\frac{2(1-\xi)\,\delta I}{\beta}
\quad\Rightarrow\quad \delta I=-\beta ue.
\]

A piece of length \(d\xi\) has resistance \(dV/I=d\xi/(\beta u)\), so its noise voltage has density \(4kT\,d\xi/(\beta u)\). Different pieces are independent, and their powers add:

\[
S_i=\int_0^1(\beta u)^2\frac{4kT}{\beta u}\,d\xi
=4kT\beta V_{ov}\int_0^1\sqrt{1-\xi}\,d\xi
=4kT\cdot\tfrac23\,g.
\]

This assumes strong inversion, constant mobility and carriers at the lattice temperature. It also ignores the variation of depletion charge along the channel.

That last assumption can be relaxed with a slope factor \(n\), by writing \(u=V_{ov}-nV\). Then \(dV=-du/n\), and the same integration gives \(I=\beta V_{ov}^2/(2n)\) and \(g=\beta V_{ov}/n\). A step \(e\) now lowers \(u\) by \(ne\), while every term in \(\delta I\) also gains a factor \(n\), so \(\delta I=-\beta ue\) still holds. The resistance of a piece is unchanged, and

\[
S_i=4kT\cdot\tfrac23\beta V_{ov}=4kT\cdot\tfrac{2n}{3}\,g.
\]

At fixed gate transconductance, \(\gamma\) rises from \(2/3\) to \(2n/3\).

## Beside a real silicon circuit

The given transconductances fit a 0.35 µm-class CMOS process with 7.5 nm oxide, 1 µm channels and 100 µA per side. In the square-law model the overdrives are then 0.2 V for the inputs and 0.8 V for the loads; the latter is large and costs supply voltage. The process values here are rough, so the following estimates show scale. The assumption that moves the number most is the absence of flicker noise. With gate noise density \(K/(C_{ox}WLf)\), and rough coefficients \(K=10^{-24}\) V²F for the inputs and \(2\times10^{-25}\) V²F for the loads, flicker and white noise are equal near 540 kHz for device widths taken from the square law. At 1 kHz the total is then \(5.255\sqrt{1+541.8}\approx122\) nV/√Hz. Both coefficients vary widely between processes, and the corner scales with them. The figure of 5.3 nV/√Hz therefore describes this circuit well above the corner and well below the mirror pole estimated later, not at audio frequencies.

Within the white region, two corrections are noticeable, each taken separately:

- **Depletion charge.** A rough \(n=1.3\) gives \(\gamma=0.87\) and \(5.255\sqrt{1.3}=5.99\) nV/√Hz at fixed transconductances.
- **Temperature.** At 398 K (125 °C), fixed transconductances give 6.05 nV/√Hz. If the current is fixed instead, \(g=\sqrt{2\beta I}\) falls with the mobility. For mobility varying as \(T^{-1.5}\), \(g\propto T^{-0.75}\) and \(S_v\propto T/g\propto T^{1.75}\), which gives 6.73 nV/√Hz.

The inputs also strain the assumption of strong inversion. At 1 mS and 100 µA, with \(n=1.3\), they are in moderate inversion, where diffusion carries part of the current and \(\gamma\) is below \(2n/3\). Including diffusion in the channel model lowers the 5.99 nV/√Hz above to about 5.8 nV/√Hz at the same currents and transconductances. The inputs must then be about twice as wide as the square law suggests. The loads become about 1.4 times as wide. The larger gate areas reduce the flicker noise, so the total at 1 kHz falls to roughly 90 nV/√Hz. The wider inputs alone would move the flicker corner to about 295 kHz; with the wider loads and the higher white level it lies at roughly 235 kHz.

The remaining effects estimated here are smaller. Output resistances of 100 kΩ for the four pair and load devices and 50 kΩ for the tail source change the result only in the fourth digit. With these resistances the tail noise no longer cancels exactly, even for matched inputs. A tail transistor of 1.33 mS then contributes 0.15 nV/√Hz, to be added in power. A 2% mismatch between the input transconductances raises or lowers this, depending on its sign, to no more than 0.19 nV/√Hz. The mirror pole, counting only a gate-source capacitance of \(\tfrac23C_{ox}WL\) for each load, lies near 1.1 GHz for the square-law width of the loads, and near 0.8 GHz for the larger width needed with \(n=1.3\) and diffusion; the gate-bulk capacitance that comes with \(n=1.3\) brings the latter to about 0.75 GHz, and further capacitance would lower it more.

The low-field drift speed, estimated as mobility times overdrive divided by channel length, is about 9% of the saturation velocity for the inputs and 12% for the loads. Velocity saturation is thus a modest correction here, though not for much shorter channels at the same overdrives. The reduction of mobility by the vertical field of the gate is not estimated. For the loads, gate-source voltage divided by oxide thickness gives about 2 MV/cm. The true oxide field depends somewhat on the gate material, but it stays well below the rough 10 MV/cm at which silicon dioxide breaks down. The numerical output lists the process values and most of these estimates.

## Table of computed values

```
Temperature: 300 K
Input transconductance, each: 1 mS
Load transconductance, each: 0.25 mS
Thermal factor used: 0.6667
Thermal factor from channel solution: 0.6667
4kT: 1.657e-20 J
Noise current, each input: 3.323 pA/rtHz
Noise current, each load: 1.662 pA/rtHz
Input pair part of S_v: 2.209e-17 V^2/Hz
Load pair part of S_v: 5.523e-18 V^2/Hz
Total S_v: 2.761e-17 V^2/Hz
Input-referred noise: 5.255 nV/rtHz
Same from random currents: 5.245 nV/rtHz
Input pair alone: 4.7 nV/rtHz
Mistake: one side only: 3.716 nV/rtHz
Equivalent noise resistance: 1667 ohm
White rms noise in 1 MHz: 5.255 uV
Rough process setting and neglected effects
Drain current per side: 100 uA
Oxide thickness: 7.5 nm
Channel length: 1 um
Electron mobility: 350 cm2/Vs
Hole mobility: 120 cm2/Vs
Input overdrive: 0.2 V
Load overdrive: 0.8 V
Input width: 31.03 um
Load width: 5.656 um
Flicker coefficient, n-channel inputs: 1e-24 V^2 F
Flicker coefficient, p-channel loads: 2e-25 V^2 F
Flicker corner: 541.8 kHz
Total noise at 1 kHz: 122.4 nV/rtHz
Bulk-charge slope factor: 1.3
Thermal factor with bulk charge: 0.8667
Noise with bulk charge: 5.991 nV/rtHz
Hot temperature: 398.1 K
Hot noise, fixed transconductances: 6.054 nV/rtHz
Hot noise, fixed current: 6.732 nV/rtHz
Output resistance, each pair device: 100 kohm
Noise with finite output resistance: 5.256 nV/rtHz
Tail transconductance: 1.333 mS
Tail part with 2% input mismatch: 0.1874 nV/rtHz
Saturation velocity: 8e+06 cm/s
Input low-field speed / saturation speed: 0.0875
Load low-field speed / saturation speed: 0.12
Mirror pole, gate capacitance only: 1.146 GHz
Threshold magnitude: 0.7 V
Load oxide field, upper estimate: 2 MV/cm
```
